# Hartree-Fock electron affinities of C, O and F and opposite-spin pairs

## Problem

The electron affinities of carbon, oxygen and fluorine are given as 1.26, 1.46 and 3.40 eV.

1. Compute the affinities in non-relativistic Hartree-Fock theory by subtracting the separately optimised total energies of atom and anion (the Delta-SCF method). All 2p electrons of a species share one radial function.
2. Count the electron pairs that the added electron forms, by spin. Is the shortfall of Hartree-Fock related to the number of new opposite-spin pairs, and is it proportional to it?
3. Test the explanation with correlation energies resolved by spin and shell.

Total energies are in hartree, affinities and their parts in eV. The affinity is

$$A=E(\text{neutral})-E(\text{anion}),$$

so a positive $A$ means that the anion lies lower.

## Solution

### The states

The configurations outside $1s^2 2s^2$ are as follows.

| Atom | neutral | anion |
|---|---|---|
| C | $2p^2$: ↑↑, $^3P$ | $2p^3$: ↑↑↑, $^4S$ |
| O | $2p^4$: ↑↑↑↓, $^3P$ | $2p^5$: ↑↑↑↓↓, $^2P$ |
| F | $2p^5$: ↑↑↑↓↓, $^2P$ | $2p^6$: ↑↑↑↓↓↓, $^1S$ |

One determinant of real p orbitals suffices for each. Each has the largest spin projection its configuration allows, so its total spin is fixed. Three up-spin 2p electrons fill all three orbitals and carry no orbital angular momentum. What remains is one electron or one hole in a p shell ($L=1$), or nothing ($L=0$). For carbon's two parallel electrons the spatial part is antisymmetric, and two p electrons then give $L=1$.

### The restricted equations

Let $D^\sigma$ be the density matrix of spin $\sigma$, $h$ the one-electron matrix, and $J$ and $K$ the Coulomb and exchange matrices, which are linear in the density. The energy of a determinant is

$$E=\sum_\sigma \mathrm{tr}(hD^\sigma)+\tfrac12\mathrm{tr}\,[J(D)D]-\tfrac12\sum_\sigma \mathrm{tr}\,[K(D^\sigma)D^\sigma],\qquad D=D^\uparrow+D^\downarrow .$$

Since $\mathrm{tr}[J(A)B]=\mathrm{tr}[J(B)A]$, and likewise for $K$, varying the two factors of each quadratic term gives equal contributions. These cancel the factors $\tfrac12$:

$$dE=\sum_\sigma\mathrm{tr}(F^\sigma dD^\sigma),\qquad F^\sigma=h+J(D)-K(D^\sigma).$$

Now impose the shared radial functions. Both spins have the same s density $P_s=c_{1s}c_{1s}^T+c_{2s}c_{2s}^T$. Each of the $n$ occupied 2p spin orbitals $(m,\sigma)$ has the same radial density $P_p=c_pc_p^T$. Collecting terms,

$$dE=2\,\mathrm{tr}(\bar F_s\,dP_s)+n\,\mathrm{tr}(\bar F_p\,dP_p),$$

$$\bar F_s=\tfrac12\left(F^\uparrow_{ss}+F^\downarrow_{ss}\right),\qquad \bar F_p=\frac1n\sum_{(m,\sigma)\ \text{occ}}F^\sigma_{mm}.$$

For the p shell, $dP_p=dc_p\,c_p^T+c_p\,dc_p^T$, so the second term is $2n\,dc_p^T\bar F_pc_p$. The normalisation $c_p^TSc_p=1$, with $S$ the overlap matrix, requires $dc_p^TSc_p=0$. The energy is therefore stationary when $\bar F_pc_p$ is a multiple of $Sc_p$. For the s shells the multipliers form a symmetric matrix. It can be made diagonal by rotating 1s and 2s into each other, which leaves $P_s$ unchanged. Hence

$$\bar F_sc_i=\varepsilon_iSc_i\quad(i=1s,2s),\qquad \bar F_pc_p=\varepsilon_pSc_p .$$

The s and p functions are orthogonal by parity, so no further condition links the two equations. They are iterated until the orbitals reproduce their own Fock matrices.

### The affinities

In a basis of 20 s and 14 p radial Gaussians the energies are:

| | $E$ neutral | $E$ anion |
|---|---|---|
| C | −37.68861 | −37.70883 |
| O | −74.80935 | −74.78970 |
| F | −99.40926 | −99.45936 |

With 1 hartree = 27.211 eV,

$$A_{\rm C}=0.02022\times27.211=0.550\ \text{eV},$$
$$A_{\rm O}=-0.01965\times27.211=-0.535\ \text{eV},$$
$$A_{\rm F}=0.05010\times27.211=1.363\ \text{eV}.$$

A separate evaluation of all six energies by radial quadrature agrees within $2\times10^{-8}$ hartree. In each case, mixing a little of a chosen other function into the 2s or the 2p orbital raised the energy. The first test checks the energies of the orbitals found, and the second checks that these orbitals give a minimum along the directions tried. Neither test measures the basis error. A larger basis of Slater functions lowers the total energies by up to $9\times10^{-5}$ hartree (fluorine), so their fifth decimal is not converged. Atom and anion shift almost equally, and the affinities change by less than 0.001 eV.

The shortfalls $\Delta=A_{\rm given}-A$ are

$$\Delta_{\rm C}=0.710,\qquad \Delta_{\rm O}=1.995,\qquad \Delta_{\rm F}=2.037\ \text{eV}.$$

For oxygen even the sign is wrong: this O⁻ solution lies above O plus a free electron at rest. The restriction rules out the loss of a single 2p electron, because all five share one radial function. If the orbitals were entirely free, one electron could be moved far away and the energy brought as close as desired to that of O. The value −0.535 eV thus belongs to the compact restricted solution, and not to the lowest energy of an unrestricted determinant. The unrestricted solution for O⁻ used further below, with an affinity of −0.565 eV, is likewise a self-consistent solution in a finite basis and not this lowest energy.

### Why the spin of a pair matters

Let $x=(\mathbf r,\sigma)$. For a determinant of orthonormal real spin orbitals $\varphi_i$, the density of ordered pairs is

$$P(x,x')=\tfrac12\sum_{ij}\left[\varphi_i(x)\varphi_j(x')-\varphi_j(x)\varphi_i(x')\right]^2 .$$

The two squares each give $n(x)n(x')$ after summation, and the cross term gives the square of $\gamma(x,x')=\sum_i\varphi_i(x)\varphi_i(x')$:

$$P(x,x')=n(x)n(x')-\gamma(x,x')^2 .$$

For opposite spins every term of $\gamma$ vanishes, because each spin orbital has one definite spin. Then $P=n_\uparrow(\mathbf r)\,n_\downarrow(\mathbf r')$, and the two electrons do not avoid each other at all. For parallel spins at the same point $\gamma=n$, so $P=0$: antisymmetry already keeps them apart. One therefore expects Hartree-Fock to miss more energy for an opposite-spin pair than for a comparable parallel pair. An anion with more pairs than its atom is then placed too high, and $A$ comes out too small.

### Counting the new pairs

In carbon the added electron has spin up. It meets no down-spin 2p electron and one down-spin 2s electron. Its parallel partners are two 2p electrons and one 2s electron.

In oxygen and fluorine the added electron has spin down. It meets three up-spin 2p electrons and one up-spin 2s electron. Its parallel partners are one 2p and one 2s electron in oxygen, and two 2p and one 2s electron in fluorine.

| | new opposite 2p-2p | new opposite, all valence | new parallel valence | $\Delta$ (eV) |
|---|---|---|---|---|
| C | 0 | 1 | 3 | 0.710 |
| O | 3 | 4 | 2 | 1.995 |
| F | 3 | 4 | 3 | 2.037 |

The ordering follows the opposite-spin count: small for carbon, large and nearly equal for oxygen and fluorine. Proportionality fails. With the valence count, $\Delta_{\rm O}/\Delta_{\rm C}$ should be 4, but it is $1.995/0.710=2.81$. With the 2p-2p count, carbon should have no shortfall.

### Correlation energy by spin and shell

Three numbers cannot establish a cause, so the missing energy itself is now examined. Take an unrestricted Hartree-Fock (UHF) determinant $\Phi_0$ and a correlated state $\Psi$ with $\langle\Phi_0|\Psi\rangle=1$. Projecting $H\Psi=E\Psi$ on $\Phi_0$ gives $E=\langle\Phi_0|H|\Psi\rangle$. Single excitations do not contribute, because $\Phi_0$ is stationary. Triple and higher ones do not, because $H$ moves at most two electrons. The correlation energy is thus a sum over pairs. For an up-spin orbital $i$ and a down-spin orbital $J$,

$$e_{iJ}=\sum_{aB}\left(t_{iJ}^{aB}+t_i^at_J^B\right)(ia|JB),$$

where $a,B$ are empty orbitals, $t$ are the coupled-cluster amplitudes and $(ia|JB)$ is the Coulomb integral between the products $\varphi_i\varphi_a$ and $\varphi_J\varphi_B$. Parallel pairs are summed in the same way with antisymmetrised amplitudes.

The amplitudes come from CCSD in the aug-cc-pVTZ basis with the 1s electrons uncorrelated. The perturbative triples correction of CCSD(T) is listed separately. Each entry is neutral minus anion in eV, so a positive entry favours the anion. The third decimal serves only to let the sums close, within rounding, and the second is not converged in the basis either. In the smaller aug-cc-pVDZ basis the totals for C, O and F are lower by 0.09, 0.19 and 0.18 eV, single entries move by up to 0.10 eV (the opposite-spin 2p-2p entries become 1.31 and 1.36 eV), and the 2p-2p shares quoted below become 77 and 70 percent. The pattern of the table is the same in both bases, but the entries should be read to about 0.1 eV.

| | opp. 2s-2s | opp. 2s-2p | opp. 2p-2p | parallel | triples | total |
|---|---|---|---|---|---|---|
| C | −0.295 | 0.422 | 0 | 0.569 | 0.070 | 0.766 |
| O | 0.003 | −0.003 | 1.413 | 0.337 | 0.147 | 1.896 |
| F | −0.011 | 0.033 | 1.402 | 0.532 | 0.160 | 2.117 |

**Oxygen and fluorine.** The opposite-spin 2p-2p pairs supply 75 and 66 percent of the gain, and nearly the same energy in both atoms. About half of it (0.70 and 0.69 eV) comes from pairs in the same p orbital, of which one is new. The rest (0.71 eV in both) comes from pairs in different p orbitals, of which two are new. These are net changes, which include any change in the old pairs, and the division refers to the chosen real p orbitals.

**Carbon.** Here the opposite-spin explanation does not hold. Opposite-spin pairs give a net 0.127 eV, while parallel pairs give 0.569 eV, most of the total. Carbon's shortfall is small because no opposite-spin 2p-2p pair is formed, but what remains is mainly parallel-spin correlation. Dividing carbon's shortfall by its one new opposite-spin valence pair gives 0.71 eV, but this is therefore not the correlation energy of such a pair.

The negative 2s-2s entry shows an old pair losing correlation energy. Neutral carbon has an empty 2p orbital into which both 2s electrons can be excited together. In C⁻ the up-spin place in that orbital is taken, and the Pauli principle forbids this excitation. In oxygen and fluorine all up-spin 2p places are filled before and after the attachment, and the 2s-2s entry is close to zero. This agrees with the blocking argument, although the blocked excitation was not isolated in the calculation.

The 2s-2p column shows why the valence count is a poor measure. Each atom gains one such opposite-spin pair, yet the net changes are 0.422, −0.003 and 0.033 eV.

### From the correlation gain to the shortfall

The total gain $G$ is measured from UHF, whereas $\Delta$ is measured from the restricted solution. Adding and subtracting the CCSD(T) affinity $A_{\rm CC}=A_{\rm UHF}+G$ gives

$$\Delta=(A_{\rm given}-A_{\rm CC})+G-(A-A_{\rm UHF}).$$

The UHF affinities are 0.453, −0.565 and 1.195 eV, and the CCSD(T) affinities are 1.218, 1.331 and 3.312 eV. For oxygen and fluorine,

$$\Delta_{\rm O}=0.129+1.896-0.030=1.995\ \text{eV},$$
$$\Delta_{\rm F}=0.088+2.117-0.168=2.037\ \text{eV}.$$

The gains measured from UHF differ by 0.22 eV, the shortfalls by only 0.04 eV. Most of this contrast comes from the choice of reference. Measured from the restricted solutions, the CCSD(T) gains $A_{\rm CC}-A$ are 1.866 eV for oxygen and 1.949 eV for fluorine, which differ by only 0.08 eV. The change of reference contains both the different orbital restrictions and the different basis sets, and its size depends on the basis: in aug-cc-pVDZ the UHF affinities are 0.468, −0.523 and 1.284 eV, and the 0.14 eV below becomes 0.09 eV. It takes 0.14 eV off the difference, and the smaller remainder $A_{\rm given}-A_{\rm CC}$ of fluorine takes off another 0.04 eV.

CCSD(T) remains below the given affinities by 0.04, 0.13 and 0.09 eV for C, O and F. The calculation omits core correlation, relativity and higher excitations, and its basis is finite; the separate effects of these on the affinities were not computed. It still recovers most of each shortfall, which identifies electron correlation as the main omission of Hartree-Fock here.

The answer to the second question is therefore a limited one. For these three atoms, the number of new opposite-spin 2p-2p pairs separates the small shortfall from the two large ones, but it does not give their sizes. The sizes quoted for the correlation parts belong to the aug-cc-pVTZ basis and carry the basis dependence stated with the table.

## Numbers as computed

```
Restricted Hartree-Fock, even-tempered s,p basis
C: E neutral -37.68861, E anion -37.70883 hartree
C: virial ratios 2.00000, 2.00000
C: HF affinity 0.550 eV, supplied 1.26 eV, shortfall 0.710 eV
O: E neutral -74.80935, E anion -74.78970 hartree
O: virial ratios 2.00000, 2.00000
O: HF affinity -0.535 eV, supplied 1.46 eV, shortfall 1.995 eV
F: E neutral -99.40926, E anion -99.45936 hartree
F: virial ratios 2.00000, 2.00000
F: HF affinity 1.363 eV, supplied 3.40 eV, shortfall 2.037 eV
Largest difference from radial quadrature 1.7e-08 hartree
New pairs made by the added electron
C: opposite-spin 2p-2p 0, opposite-spin valence 1, parallel valence 3
C: shortfall per new opposite-spin valence pair 0.710 eV
O: opposite-spin 2p-2p 3, opposite-spin valence 4, parallel valence 2
O: shortfall per new opposite-spin valence pair 0.499 eV
F: opposite-spin 2p-2p 3, opposite-spin valence 4, parallel valence 3
F: shortfall per new opposite-spin valence pair 0.509 eV
Shortfall ratio O/C 2.81, pair-count ratio 4.00
UHF-based frozen-core CCSD(T), aug-cc-pVTZ; gains in eV
C: UHF affinity 0.453 eV, CCSD(T) affinity 1.218 eV
C: correlation gain 0.766 eV = opposite 0.127 + parallel 0.569 + triples 0.070
C: opposite-spin parts 2s-2s -0.295, 2s-2p 0.422 eV
C: opposite-spin 2p-2p same orbital 0.000, different orbitals 0.000 eV
C: 2p-2p opposite-spin share of correlation gain 0 percent
O: UHF affinity -0.565 eV, CCSD(T) affinity 1.331 eV
O: correlation gain 1.896 eV = opposite 1.413 + parallel 0.337 + triples 0.147
O: opposite-spin parts 2s-2s 0.003, 2s-2p -0.003 eV
O: opposite-spin 2p-2p same orbital 0.701, different orbitals 0.712 eV
O: 2p-2p opposite-spin share of correlation gain 75 percent
F: UHF affinity 1.195 eV, CCSD(T) affinity 3.312 eV
F: correlation gain 2.117 eV = opposite 1.425 + parallel 0.532 + triples 0.160
F: opposite-spin parts 2s-2s -0.011, 2s-2p 0.033 eV
F: opposite-spin 2p-2p same orbital 0.694, different orbitals 0.708 eV
F: 2p-2p opposite-spin share of correlation gain 66 percent
```
